\section*{Long-Time Density of Coalescing Particles on a Line}

\section{Coalescence on a line and the loss of the initial density}

Suppose that mobile excitations are created by a short pulse on a thin wire, and that their density a time $t$ later is to be used to find their diffusivity $D$. Before the calculation is set up, one must decide whether the initial density has to be known. If it does, the strength of the pulse and the absorption of the wire enter the analysis with all their errors. If it does not, one density at one time is enough, provided that it is measured on an absolute scale that does not itself rest on the pulse strength. For particles that merge whenever they meet, the answer follows from the long-time law
\begin{equation}
c(t)\simeq\frac{1}{\sqrt{2\pi Dt}},
\label{eq:law}
\end{equation}
which contains no initial density. The derivation below also gives the correction at finite time, and so tells when the initial density may be dropped.

\subsection{The model and the empty-interval probability}

Identical point particles move independently on an infinite line. Each has mean square displacement $2Dt$, so $D$ is the diffusivity of one particle, not that of the separation of two. When two particles meet they become one particle at once, and the product has the same $D$. There is no other loss and no source. The initial state is statistically uniform: its probabilities do not change when the whole line is shifted. Correlations between the initial positions are allowed.

The density obeys no closed equation of its own, because its rate of change depends on how often two particles are close together. A closed equation does exist for the probability that an interval is empty. To find it, place the particles on sites a distance $a$ apart, at most one per site, and let each hop to either neighbouring site at rate $\Gamma$. In time $t$ a particle makes on average $2\Gamma t$ independent hops, each of square length $a^2$. Its mean square displacement is $2\Gamma a^2t$, and therefore
\begin{equation}
D=\Gamma a^2 .
\label{eq:D}
\end{equation}

Let $E_n(t)$ be the probability that $n$ given adjacent sites are all empty. By uniformity it does not matter which $n$ sites are chosen. Two processes change it.

\emph{The interval becomes empty.} This requires that one particle is left in the interval, that it sits on an edge site, and that it hops out. For the left edge, the other $n-1$ sites must be empty while the edge site is not. The probability that the $n-1$ sites are empty is $E_{n-1}$; it includes the case in which the edge site is empty too, which has probability $E_n$. The required configuration thus has probability $E_{n-1}-E_n$, and the outward hop has rate $\Gamma$.

\emph{The interval ceases to be empty.} Now all $n$ sites are empty and the site just outside is occupied, with probability $E_n-E_{n+1}$ by the same subtraction. The inward hop has rate $\Gamma$.

Both processes occur at both ends, so for $n\ge2$
\begin{align}
\frac{dE_n}{dt}&=2\Gamma(E_{n-1}-E_n)-2\Gamma(E_n-E_{n+1})\nonumber\\
&=2\Gamma\,(E_{n-1}-2E_n+E_{n+1}).
\label{eq:lattice}
\end{align}
For $n=1$ the single site is occupied with probability $1-E_1$ and is left at the total rate $2\Gamma$. Equation \eqref{eq:lattice} therefore holds for $n=1$ as well, provided that
\begin{equation}
E_0=1 .
\label{eq:E0}
\end{equation}

The kind of reaction enters at one point. A hop onto an occupied site leaves that site occupied, so a merger inside the interval cannot empty it, and a particle that leaves the interval leaves it whatever it meets outside. If the two particles annihilated each other instead, the interval could become empty in two further ways: its last two particles could vanish together, or its last particle could vanish with one that hops in from outside. These events would add gain terms that \eqref{eq:lattice} lacks.

The closure was tested on a ring of 8 sites, starting from a random, correlated and uniform distribution with no weight on the empty ring. The probabilities $E_n$ found from the evolution of all configurations agree with those from \eqref{eq:lattice} to $6\times10^{-16}$ at three times. For annihilation from the same start, the initial rates $dE_n/dt$ differ from the right side of \eqref{eq:lattice} by up to $0.69$, in units of $\Gamma$.

\subsection{The continuum problem}

Write $E_n(t)=E(x,t)$ with $x=na$, and let $a\to0$ at fixed $D$. A Taylor expansion gives
\begin{equation}
E_{n-1}-2E_n+E_{n+1}=a^2\frac{\partial^2E}{\partial x^2}+O(a^4).
\end{equation}
With \eqref{eq:D}, the prefactor becomes $2\Gamma a^2=2D$, so
\begin{equation}
\frac{\partial E}{\partial t}=2D\,\frac{\partial^2E}{\partial x^2},
\qquad E(0,t)=1 .
\label{eq:pde}
\end{equation}
The diffusivity is $2D$ because particles can cross either end of the interval.

The density follows from the shortest interval. A site is occupied with probability $1-E_1$, which equals $ca$ for small $a$. Since $E_0=1$,
\begin{equation}
c(t)=\lim_{a\to0}\frac{E_0-E_1}{a}
=-\left.\frac{\partial E}{\partial x}\right|_{x=0}.
\label{eq:c}
\end{equation}

\subsection{Solution for any initial state}

Let $E_0(y)$, now with a length as argument, be the probability that an interval of length $y$ is empty at $t=0$. The function $F=1-E$ obeys the same diffusion equation, with $F(0,t)=0$ and $F(x,0)=1-E_0(x)$. The zero at the origin is kept for all times if the initial function is continued to negative $x$ as an odd function. On the full line the equation is solved with the kernel
\begin{equation}
G(z)=\frac{e^{-z^2/8Dt}}{\sqrt{8\pi Dt}},
\label{eq:G}
\end{equation}
a normalized Gaussian of variance $2(2D)t=4Dt$. The negative half of the odd function gives the image term, and
\begin{equation}
F(x,t)=\int_0^\infty[1-E_0(y)]\,[G(x-y)-G(x+y)]\,dy .
\label{eq:F}
\end{equation}

By \eqref{eq:c}, $c=\partial F/\partial x$ at $x=0$. Because $G$ is even, its derivative $G'$ is odd, and
\begin{equation}
\left.\frac{\partial}{\partial x}[G(x-y)-G(x+y)]\right|_{x=0}
=G'(-y)-G'(y)=-2G'(y)=\frac{y}{2Dt}\,G(y),
\end{equation}
where $G'(y)=-yG(y)/4Dt$ was used. Hence
\begin{equation}
c(t)=\int_0^\infty[1-E_0(y)]\,\frac{y}{2Dt}\,G(y)\,dy .
\label{eq:cy}
\end{equation}
Now measure lengths in units of $s=\sqrt{8Dt}$ by setting $y=su$. Then $y\,dy/2Dt=s^2u\,du/2Dt=4u\,du$, and $G(y)=e^{-u^2}/(\sqrt\pi\,s)$. The constant in front is
\begin{equation}
\frac{4}{\sqrt{8\pi Dt}}=\frac{4}{2\sqrt{2\pi Dt}}=\frac{2}{\sqrt{2\pi Dt}},
\end{equation}
so that
\begin{equation}
c(t)=\frac{1}{\sqrt{2\pi Dt}}\int_0^\infty 2u\,e^{-u^2}
\left[1-E_0\!\left(u\sqrt{8Dt}\right)\right]du .
\label{eq:main}
\end{equation}
Within the model this holds at every time $t>0$. The weight $2ue^{-u^2}$ integrates to one, so the integral is an average of the probability that an interval was initially not empty, taken over lengths of order $\sqrt{8Dt}$.

\subsection{The long-time limit and its condition}

A longer interval is less likely to be empty, so $E_0(y)$ cannot increase with $y$. It therefore has a limit $p$ as $y\to\infty$, which is the probability that the whole line is empty. At fixed $u>0$ the bracket in \eqref{eq:main} tends to $1-p$ as $t\to\infty$. The integrand never exceeds the integrable function $2ue^{-u^2}$, so the limit may be taken under the integral:
\begin{equation}
\lim_{t\to\infty}c(t)\sqrt{2\pi Dt}=1-p .
\label{eq:limit}
\end{equation}
If $p=0$, this is \eqref{eq:law}. Neither the initial density nor the initial correlations survive. If $p>0$, for example when some wires in a collection receive no particles at all, the average over the collection is reduced by the factor $1-p$.

The whole distribution of empty lengths is forgotten as well. For $p=0$ and $x$ growing in proportion to $\sqrt{8Dt}$, $E_0$ drops out of \eqref{eq:F}. The substitutions $z=y-x$ in the first term and $z=y+x$ in the second then give
\begin{equation}
F\to\int_{-x}^{\infty}G\,dz-\int_{x}^{\infty}G\,dz
=\int_{-x}^{x}G\,dz=\operatorname{erf}\frac{x}{\sqrt{8Dt}},
\end{equation}
and therefore
\begin{equation}
E(x,t)\to\operatorname{erfc}\frac{x}{\sqrt{8Dt}} .
\label{eq:erfc}
\end{equation}

The law also shows why an ordinary rate equation fails here. Differentiation of \eqref{eq:law} gives $dc/dt=-c/2t$, and $1/2t=\pi Dc^2$ by \eqref{eq:law} itself, so
\begin{equation}
\frac{dc}{dt}=-\pi Dc^3 .
\label{eq:cubic}
\end{equation}
A mean-field equation $dc/dt=-kc^2$ with constant $k$ would give $c\simeq1/kt$. On a line, close pairs are used up and diffusion does not replace them fast enough to keep the positions uncorrelated. The effective coefficient $k=\pi Dc$ falls with the density.

\subsection{How fast the initial state is forgotten}

Let $p=0$ and define the relative deficit $\delta=1-c\sqrt{2\pi Dt}$. From \eqref{eq:main}, with $e^{-u^2}\le1$ and $y=su$,
\begin{equation}
\delta=\int_0^\infty2u\,e^{-u^2}E_0(su)\,du
\le\frac{2}{s^2}\int_0^\infty yE_0(y)\,dy
=\frac{1}{4Dt}\int_0^\infty yE_0(y)\,dy .
\label{eq:bound}
\end{equation}
If the last integral is finite, the bound is also the leading term at long times, because $e^{-y^2/8Dt}\to1$ at every fixed $y$. Three initial states of density $c_0$ show the range of behaviour.

\emph{Random positions.} For a Poisson distribution $E_0=e^{-c_0y}$, the integral is $1/c_0^2$ and $\delta\simeq1/(4c_0^2Dt)$. Here \eqref{eq:main} can be evaluated in full. With $\beta=c_0s$, integration by parts gives
\begin{equation}
\int_0^\infty2u\,e^{-u^2-\beta u}du
=1-\beta\int_0^\infty e^{-u^2-\beta u}du .
\end{equation}
The average in \eqref{eq:main} is one minus this expression. Completing the square, $u^2+\beta u=(u+\beta/2)^2-\beta^2/4$, turns it into
\begin{equation}
\beta\int_0^\infty e^{-u^2-\beta u}du
=\frac{\sqrt\pi}{2}\,\beta\,e^{\beta^2/4}\operatorname{erfc}\frac{\beta}{2}.
\end{equation}
Since $\beta/2=c_0\sqrt{2Dt}$, the prefactors combine to $c_0$:
\begin{equation}
c(t)=c_0\,e^{2c_0^2Dt}\operatorname{erfc}\!\left(c_0\sqrt{2Dt}\right).
\label{eq:poisson}
\end{equation}
At short times $c\simeq c_0(1-2c_0\sqrt{2Dt/\pi})$. The loss starts as $\sqrt t$ because a random state contains pairs at arbitrarily small separation.

\emph{Equal spacing.} For a regular row at a random offset, $E_0=1-c_0y$ up to $y=1/c_0$ and zero beyond. The integral is $1/2c_0^2-1/3c_0^2=1/6c_0^2$, and $\delta\simeq1/(24c_0^2Dt)$, six times smaller than for random positions.

\emph{Very wide gaps.} For $E_0=1/(1+c_0y)$ the integral in \eqref{eq:bound} diverges, but $p=0$ and the limit still holds. At long times $E_0(su)\simeq1/(c_0su)$, so
\begin{equation}
\delta\simeq\frac{1}{c_0s}\int_0^\infty2e^{-u^2}du=\frac{\sqrt\pi}{c_0\sqrt{8Dt}} .
\end{equation}
The approach is now as $t^{-1/2}$ instead of $t^{-1}$.

Equation \eqref{eq:main} was tested against a finite-difference solution of \eqref{eq:pde}. With $D=1$, $c_0=1$ and $t=5$, both routes give $c=0.1706$ for random positions, $0.1769$ for equal spacing and $0.1443$ for wide gaps. For a start that is empty with probability $p=0.3$ and otherwise random with $c_0=1$, both give $0.1194$. Evaluated at $Dt=10^8$, the integral gives $c\sqrt{2\pi Dt}=0.70000$ for this last state, as \eqref{eq:limit} requires.

\subsection{Worked example: excitons on a carbon nanotube}

The model needs mobile objects of which two react to leave one, with unchanged mobility. Excitons on a semiconducting carbon nanotube are a real case: when two meet, one can be lost while the other remains. Take $D=1\ \mathrm{cm^2/s}$, which is $100\ \mathrm{nm^2/ps}$, and $t=10$ ps. Then
\begin{equation}
\sqrt{2\pi Dt}=\sqrt{2\pi\times100\times10}\ \mathrm{nm}=79.3\ \mathrm{nm}.
\end{equation}
This is the mean spacing. The density is its inverse, $12.6$ per $\mu$m, or $1.26\times10^5$ per cm.

For a random start with $c_0=50$ per $\mu$m, $c_0^2Dt=0.05^2\times1000=2.5$, and \eqref{eq:bound} allows a deficit of at most $1/10$. For $200$ per $\mu$m, $c_0^2Dt=40$ and the bound is $1/160$. Equation \eqref{eq:poisson} gives these densities per $\mu$m:
\begin{center}
\begin{tabular}{cccc}
$t$ (ps) & $c_0=50$ & $c_0=200$ & limit \eqref{eq:law}\\
1 & 26.2 & 37.8 & 39.9\\
10 & 11.6 & 12.5 & 12.6\\
40 & 6.2 & 6.3 & 6.3
\end{tabular}
\end{center}
A fourfold difference at the start has shrunk to about 8\% after 10 ps. The decision posed at the outset can now be made. At 10 ps, and for random initial positions and instant reaction, a density known to be above $200$ per $\mu$m need not be known any better if an error of 1\% in $c$ is acceptable; at $50$ per $\mu$m it must enter through \eqref{eq:poisson}.

The law was also tested without the empty-interval equation, by direct simulation. Walkers take steps of 1 nm every 0.005 ps, which gives $D=(1\ \mathrm{nm})^2/(2\times0.005\ \mathrm{ps})=100\ \mathrm{nm^2/ps}$. They start on every second site, so that neighbours cannot pass without meeting. With all these sites filled, 500 per $\mu$m, the density after 10 ps is $12.60\pm0.04$ per $\mu$m, against $12.62$ from \eqref{eq:law}. Random filling to 200 and 50 per $\mu$m gives $12.53\pm0.04$ and $11.67\pm0.04$. Equation \eqref{eq:main}, with $E_0$ for these lattice starts, gives $12.57$ and $11.70$. In the fully filled case, intervals of 50 and 100 nm are empty with probabilities $0.430$ and $0.114$; \eqref{eq:erfc} gives $0.429$ and $0.114$.

\subsection{What the real case changes}

The diffusivity above, a lifetime of $\tau=100$ ps and a tube length of $1\ \mu$m are rough typical values, and samples differ widely. A start of 500 per $\mu$m means a spacing of 2 nm, comparable with the size of an exciton. It serves as a limiting case of the model, not as a realistic excitation. Even at 200 per $\mu$m with random positions, a fraction $1-e^{-0.4}=0.33$ of the gaps is shorter than 2 nm, so point particles describe the earliest stage only roughly. Four neglected effects were simulated one at a time, with $D$, $t$ and a random lattice start of 200 per $\mu$m held fixed. The table gives the density relative to the model's $12.57$ per $\mu$m.
\begin{center}
\begin{tabular}{lc}
decay with lifetime 100 ps & $0.936\pm0.005$\\
reflecting ends, tube of $1\ \mu$m & $1.032\pm0.004$\\
reaction chance 0.1 per shared step & $1.237\pm0.005$\\
reaction at separations up to 2 nm & $0.956\pm0.004$
\end{tabular}
\end{center}

Decay lowers the density by less than the factor $e^{-t/\tau}=0.905$ might suggest. To see why, follow one chosen ancestral path of a particle that is present at time $t$ in the decay-free motion. With probability $e^{-t/\tau}$ no decay occurs on that path, and a particle is then still there. The ratio thus lies between $0.905$ and $1$: some of the particles that decay would have been lost by merging anyway. At 40 ps the lower limit is $e^{-0.4}=0.67$, so the last row of the density table describes the model and not a tube with this lifetime.

The largest change comes from a low reaction chance $q$ per step on a shared site. Its length scale follows from a balance of fluxes. Let $P(r)$ be the probability density of the separation $r$ of two walkers. Possible separations are $b=2$ nm apart, so a shared site has probability $bP(0)$, and pairs react at the rate $qbP(0)/\Delta t$, where $\Delta t$ is the time step. Separations diffuse with $2D$ and arrive from both sides, at the rate $2\times2D\,P'(0^+)$. Equating the two rates gives
\begin{equation}
\ell=\frac{P(0)}{P'(0^+)}=\frac{4D\,\Delta t}{qb}
=\frac{4\times100\times0.005}{0.1\times2}\ \mathrm{nm}=10\ \mathrm{nm}.
\end{equation}
Instant reaction corresponds to $\ell=0$. The formula is meant for small $q$: at $q=1$ it still gives 1 nm. The exact steady state of the lattice walk has $\ell=b(1-q)/2q$, one walker step shorter, which is 9 nm here and zero at $q=1$. This is about one ninth of the mean spacing, and the simulated excess is 24\%. That the excess fades in proportion to $\ell/\sqrt{8Dt}$ is not derived here, but simulated excesses of about 46\%, 24\% and 11\% at 2.5, 10 and 40 ps are close to $2.3\,\ell/\sqrt{8Dt}$. The value $q=0.1$ was chosen to show the sensitivity and is not a known property of nanotubes.

These shifts matter more for an inferred diffusivity than for a density. Solving \eqref{eq:law} for $D$ gives
\begin{equation}
D=\frac{1}{2\pi t\,c^2},
\end{equation}
so a density that is too high by a factor $r$ gives a diffusivity too low by $r^2$. The factors in the table refer to $12.57$ per $\mu$m; relative to the $12.62$ of \eqref{eq:law} they are smaller by $12.57/12.62=0.996$. The low reaction chance then has $r=1.232$, and the inferred value is $1/1.232^2=0.66$ of the true one; with decay alone $r=0.932$, and it is $1/0.932^2=1.15$ of it. For a start of 200 per $\mu$m, where dropping the initial density changes $c$ by less than 1\% if reaction is instant, the reaction chance per encounter can therefore matter far more than the initial density.

The motion must also be diffusive on the scale of the spacing. With a rough exciton mass of $0.2$ electron masses at 300 K, the thermal speed $v=\sqrt{k_{\mathrm B}T/m}$ is $1.5\times10^5$ m/s. If velocities are forgotten after a time $\tau_v$, then $D=v^2\tau_v$, and the free path is $v\tau_v=D/v=0.7$ nm, about 1\% of the spacing. A path shorter than the exciton itself is not a literal trajectory; the estimate says that direction is lost well within the distance between neighbours. Disorder that makes $D$ vary along the tube, and heating of the exciton that remains after a reaction, are not included in any of these numbers. The sign of the end effect depends on what the ends do: ends that quench excitons, as real tube ends often do, lower the density of the same $1\ \mu$m tube by about 5\% instead of raising it by 3\%. If both partners are lost in a fraction $f$ of the encounters, simulation from a random start gives a density lower by the factor $1/(1+f)$, with no recovery at later times, so that the inferred $D$ is too high by $(1+f)^2$.

For \eqref{eq:law} to be usable after a start with random positions, then, the time must be long enough that $4c_0^2Dt\gg1$ and that $\sqrt{8Dt}$ is far above both $\ell$ and the distance at which particles react, yet short enough that $t\ll\tau$ and that the spacing $\sqrt{2\pi Dt}$ is far below the length of the wire. In addition, each reaction must leave one particle, which no choice of time can secure. The conditions on the time need not be compatible: with $\ell=9$ nm, an error of 1\% in $c$ calls for $\sqrt{8Dt}$ of about $2\ \mu$m, which is reached only after several ns, far beyond a lifetime of 100 ps. The numerical output lists the parameters and the values in the tables.

\section*{Computed results}
\begin{verbatim}
ring of 8 sites: largest hierarchy error 5.6e-16
same equation for annihilation, rate error 0.694
finite differences, D=1, c0=1, t=5 (partly empty: c0=0.7):
  Poisson: c grid 0.17058, c integral 0.17058
  ordered: c grid 0.17694, c integral 0.17694
  heavy tail: c grid 0.14430, c integral 0.14430
  partly empty: c grid 0.11941, c integral 0.11940
c sqrt(2 pi D t) at D t c0^2 = 1e8 (partly empty: D t = 1e8):
  Poisson: 1.00000
  ordered: 1.00000
  heavy tail: 0.99994
  partly empty: 0.70000
Poisson deficit at D t c0^2 = 50: 0.00493
D = 1.0 cm2/s = 100 nm2/ps
time 10 ps, lifetime 100 ps, tube 1000 nm
walker step 1 nm, time step 0.0050 ps, steps 2000
limit density 12.616 per um = 1.262e+05 per cm
mean spacing 79.27 nm
simulation at the end time, densities per um:
  start 500: simulated 12.60 +- 0.04, integral 12.61
  start 200: simulated 12.53 +- 0.04, integral 12.57
  start 50: simulated 11.67 +- 0.04, integral 11.70
empty 50 nm: simulated 0.4302, erfc 0.4292
empty 100 nm: simulated 0.1138, erfc 0.1138
Poisson starts, densities per um (start 50, start 200, limit):
  1 ps: 26.16, 37.76, 39.89
  10 ps: 11.62, 12.54, 12.62
  40 ps: 6.16, 6.30, 6.31
reaction chance per shared step 0.1, reach 2 nm
density with one neglected effect / density without it:
  decay: 0.936 +- 0.005
  tube ends: 1.032 +- 0.004
  low reaction chance: 1.237 +- 0.005
  reaction reach: 0.956 +- 0.004
temperature 300 K, exciton mass 0.2 m_e
thermal speed 1.51e+05 m/s, free path 0.66 nm
\end{verbatim}
